# Subband Energies of a Hard-Wall Film with a Nonparabolic Conduction Band: a numerical check

```python
"""
Hard-wall film with a nonparabolic conduction band (Hartree atomic units).

Result under test:
    E_n(q) = (sqrt(1 + 4 alpha eps_n(q)) - 1) / (2 alpha)  <  eps_n(q),
    eps_n(q) = ((n pi / L)^2 + q^2) / (2 m),   alpha = 1 / Eg.
m: band-edge mass, Eg: gap, L: film width, q: in-plane momentum.
P: interband velocity, with P^2 = Eg / (2 m). Energy zero: conduction edge.
Wall condition: conduction envelope c = 0, valence envelope v free.
The reference levels come from diagonalising the two-band Hamiltonian
    [[0, P sigma.p], [P sigma.p, -Eg]]
in a polynomial basis, and from propagation between finite barriers.
"""
import numpy as np
from numpy.polynomial import legendre as leg
from scipy.constants import physical_constants
from scipy.linalg import eigh, expm
from scipy.optimize import brentq

mass = 0.05
gap = 0.02
width = 200.0
q_example = 0.02
alpha = 1.0 / gap
velocity = np.sqrt(gap / (2.0 * mass))
hartree_mev = 1000.0 * physical_constants["Hartree energy in eV"][0]

# Polynomial basis on the film: c-functions vanish at both walls.
size = 40
nodes, weights = leg.leggauss(64)
weights = weights * width / 2.0
poly = leg.legvander(nodes, size + 1)
slope = leg.legval(nodes, leg.legder(np.eye(size + 2))).T * 2.0 / width
c_fun = poly[:, 2:] - poly[:, :-2]
c_der = slope[:, 2:] - slope[:, :-2]
c_norm = np.sqrt(weights @ c_fun**2)
c_fun, c_der = c_fun / c_norm, c_der / c_norm
v_fun = poly / np.sqrt(weights @ poly**2)


def inner(left, right):
    return left.T @ (weights[:, None] * right)


def film_states(gap_value, q):
    """Conduction levels (one per spin pair) and their valence weights."""
    p_value = np.sqrt(gap_value / (2.0 * mass))
    sigma_x = np.array([[0, 1], [1, 0]])
    sigma_z = np.diag([1, -1])
    coupling = p_value * (np.kron(sigma_z, -1j * inner(v_fun, c_der))
                          + np.kron(sigma_x, q * inner(v_fun, c_fun)))
    s_c = np.kron(np.eye(2), inner(c_fun, c_fun))
    s_v = np.kron(np.eye(2), inner(v_fun, v_fun))
    n_c, n_v = len(s_c), len(s_v)
    zero = np.zeros((n_c, n_v))
    ham = np.block([[np.zeros((n_c, n_c)), coupling.conj().T],
                    [coupling, -gap_value * s_v]])
    overlap = np.block([[s_c, zero], [zero.T, s_v]])
    energy, vectors = eigh(ham, overlap)
    chosen = np.where(energy > 1e-7)[0][::2]
    v_part = vectors[n_c:, chosen]
    v_weight = np.sum(v_part.conj() * (s_v @ v_part), axis=0).real
    return energy[chosen], v_weight


def formula(eps, alpha_value):
    return (np.sqrt(1.0 + 4.0 * alpha_value * eps) - 1.0) / (2.0 * alpha_value)


n = np.arange(1, 5)
k_n = n * np.pi / width
eps = k_n**2 / (2.0 * mass)
level = formula(eps, alpha)

# Constant-mass levels by diagonalisation of p^2 / (2 m).
flat = eigh(inner(c_der, c_der) / (2.0 * mass), inner(c_fun, c_fun),
            eigvals_only=True)
assert np.max(np.abs(flat[:4] - eps)) < 1e-9

# Nonparabolic levels, with and without in-plane momentum.
numeric, valence = film_states(gap, 0.0)
deviation = np.max(np.abs(numeric[:4] - level))
assert deviation < 1e-9
assert np.all(numeric[:4] < flat[:4])
assert np.all(numeric[:4] > flat[:4] - alpha * flat[:4]**2)
numeric_q, _ = film_states(gap, q_example)
eps_q = eps + q_example**2 / (2.0 * mass)
level_q = formula(eps_q, alpha)
deviation_q = np.max(np.abs(numeric_q[:4] - level_q))
assert deviation_q < 1e-9
assert np.all(numeric_q[:4] < eps_q)

# Valence admixture of the eigenvectors.
valence_formula = level / (gap + 2.0 * level)
assert np.max(np.abs(valence[:4] - valence_formula)) < 1e-7

# In-plane mass from the numerical subband curvature; the tolerance
# covers the quartic term of the subband at this small momentum.
q_small = 0.0005
numeric_small, _ = film_states(gap, q_small)
mass_numeric = q_small**2 / (2.0 * (numeric_small[:4] - numeric[:4]))
mass_n = mass * (1.0 + 2.0 * alpha * level)
assert np.max(np.abs(mass_numeric / mass_n - 1.0)) < 5e-4

# Wide gap at fixed band-edge mass: the deficit tends to alpha eps^2.
wide_gap = 100.0 * gap
wide, _ = film_states(wide_gap, 0.0)
deficit_ratio = (flat[0] - wide[0]) * wide_gap / flat[0]**2
assert abs(deficit_ratio - 1.0) < 5e-3

# Level spacings: below the constant-mass ones, and bounded.
spacing_limit = np.pi * velocity / width
spacing = np.diff(numeric[:12])
assert np.all(spacing < np.diff(flat[:12]))
assert np.all(np.diff(spacing) > 0) and np.all(spacing < spacing_limit)
assert abs(spacing[-1] / spacing_limit - 1.0) < 0.01


def barrier_level(c_edge, v_edge):
    """Lowest level between barriers, with v = -i u propagated in z."""
    def mismatch(energy):
        ratio = np.sqrt((c_edge - energy) / (energy - v_edge))
        generator = np.array([[0.0, (energy + gap) / velocity],
                              [-energy / velocity, 0.0]])
        c_end, u_end = expm(generator * width) @ np.array([1.0 / ratio, 1.0])
        return c_end + u_end / ratio
    return brentq(mismatch, 1e-6, eps[0], xtol=1e-15)


# Only the conduction edge rises: the level tends to the hard-wall one.
heights = [1.0, 1e2, 1e4]
barrier = np.array([barrier_level(h, -gap) for h in heights])
error = level[0] - barrier
assert np.all(error > 0) and error[2] < 1e-3 * level[0]
assert abs(error[1] / error[2] - 10.0) < 0.2
# Both edges recede: a different wall, with k not equal to pi / L.
symmetric = barrier_level(1e4, -1e4)
k_symmetric = np.sqrt(symmetric * (symmetric + gap)) / velocity
assert k_symmetric * width / np.pi < 0.95

print(f"band-edge mass m = {mass:.3f} electron masses")
print(f"gap Eg = {gap:.3f} hartree")
print(f"film width L = {width:.1f} bohr")
print(f"alpha = {alpha:.1f} 1/hartree")
print(f"interband velocity P = {velocity:.6f} atomic units")
for i in range(4):
    print(f"n={n[i]}: k_n = {k_n[i]:.6f} 1/bohr, "
          f"4 alpha eps_n = {4 * alpha * eps[i]:.5f}")
    print(f"  constant-mass eps_n = {eps[i]:.7f} hartree"
          f" = {eps[i] * hartree_mev:.2f} meV")
    print(f"  nonparabolic E_n = {level[i]:.7f} hartree"
          f" = {level[i] * hartree_mev:.2f} meV")
    print(f"  deficit eps_n - E_n = {eps[i] - level[i]:.7f} hartree, "
          f"E_n/eps_n = {level[i] / eps[i]:.4f}")
    print(f"  first-order estimate = {eps[i] - alpha * eps[i]**2:.7f} hartree")
    print(f"  valence weight = {valence[i]:.4f}, "
          f"in-plane mass = {mass_n[i]:.5f} electron masses")
    print(f"  omitted (k_n^2/2)/E_n = {k_n[i]**2 / 2 / level[i]:.4f}")
print(f"largest |diagonalised - formula|, q=0, below 1e-9: {deviation < 1e-9}")
print(f"in-plane momentum q = {q_example:.3f} 1/bohr")
print(f"n=1 at this q: constant-mass = {eps_q[0]:.7f} hartree")
print(f"n=1 at this q: nonparabolic = {level_q[0]:.7f} hartree")
print(f"n=1 at this q: diagonalised = {numeric_q[0]:.7f} hartree")
print(f"gap x100: deficit/(alpha eps^2), n=1 = {deficit_ratio:.5f}")
print(f"spacing limit pi P/L = {spacing_limit:.7f} hartree")
print(f"diagonalised spacing E_12 - E_11 = {spacing[-1]:.7f} hartree")
for h, e in zip(heights, barrier):
    print(f"barrier conduction edge {h:.0f} hartree: E_1 = {e:.7f} hartree")
print(f"both edges far away: E_1 = {symmetric:.7f} hartree")
print(f"both edges far away: k L/pi = {k_symmetric * width / np.pi:.4f}")
print("finished without a failed check")
```

Output:

```
band-edge mass m = 0.050 electron masses
gap Eg = 0.020 hartree
film width L = 200.0 bohr
alpha = 50.0 1/hartree
interband velocity P = 0.447214 atomic units
n=1: k_n = 0.015708 1/bohr, 4 alpha eps_n = 0.49348
  constant-mass eps_n = 0.0024674 hartree = 67.14 meV
  nonparabolic E_n = 0.0022208 hartree = 60.43 meV
  deficit eps_n - E_n = 0.0002466 hartree, E_n/eps_n = 0.9001
  first-order estimate = 0.0021630 hartree
  valence weight = 0.0909, in-plane mass = 0.06110 electron masses
  omitted (k_n^2/2)/E_n = 0.0556
n=2: k_n = 0.031416 1/bohr, 4 alpha eps_n = 1.97392
  constant-mass eps_n = 0.0098696 hartree = 268.57 meV
  nonparabolic E_n = 0.0072451 hartree = 197.15 meV
  deficit eps_n - E_n = 0.0026245 hartree, E_n/eps_n = 0.7341
  first-order estimate = 0.0049991 hartree
  valence weight = 0.2101, in-plane mass = 0.08623 electron masses
  omitted (k_n^2/2)/E_n = 0.0681
n=3: k_n = 0.047124 1/bohr, 4 alpha eps_n = 4.44132
  constant-mass eps_n = 0.0222066 hartree = 604.27 meV
  nonparabolic E_n = 0.0133266 hartree = 362.64 meV
  deficit eps_n - E_n = 0.0088800 hartree, E_n/eps_n = 0.6001
  first-order estimate = -0.0024501 hartree
  valence weight = 0.2857, in-plane mass = 0.11663 electron masses
  omitted (k_n^2/2)/E_n = 0.0833
n=4: k_n = 0.062832 1/bohr, 4 alpha eps_n = 7.89568
  constant-mass eps_n = 0.0394784 hartree = 1074.26 meV
  nonparabolic E_n = 0.0198256 hartree = 539.48 meV
  deficit eps_n - E_n = 0.0196528 hartree, E_n/eps_n = 0.5022
  first-order estimate = -0.0384489 hartree
  valence weight = 0.3324, in-plane mass = 0.14913 electron masses
  omitted (k_n^2/2)/E_n = 0.0996
largest |diagonalised - formula|, q=0, below 1e-9: True
in-plane momentum q = 0.020 1/bohr
n=1 at this q: constant-mass = 0.0064674 hartree
n=1 at this q: nonparabolic = 0.0051442 hartree
n=1 at this q: diagonalised = 0.0051442 hartree
gap x100: deficit/(alpha eps^2), n=1 = 0.99754
spacing limit pi P/L = 0.0070248 hartree
diagonalised spacing E_12 - E_11 = 0.0069715 hartree
barrier conduction edge 1 hartree: E_1 = 0.0021040 hartree
barrier conduction edge 100 hartree: E_1 = 0.0022087 hartree
barrier conduction edge 10000 hartree: E_1 = 0.0022196 hartree
both edges far away: E_1 = 0.0015816 hartree
both edges far away: k L/pi = 0.8317
finished without a failed check
```
